\section*{Drain current of an ambipolar thin-film transistor with constant mobilities}

\section{Result and conventions}

A thin-film channel of length $L$ and width $W$ runs from a source at $x=0$, held at zero potential, to a drain at $x=L$, held at $V_D\ge 0$. The gate, at $V_G$, has capacitance $C$ per unit area. Electrons accumulate where the local channel potential $V$ satisfies $V_G-V>V_{Tn}$, and holes where $V_G-V<V_{Tp}$, with $V_{Tp}\le V_{Tn}$. With $\langle z\rangle=\max(z,0)$ and constant mobilities $\mu_n$ and $\mu_p$, the drain current is
\begin{align}
I=\frac{WC}{2L}\Big\{&\mu_n\big[\langle V_G-V_{Tn}\rangle^2-\langle V_G-V_{Tn}-V_D\rangle^2\big]\nonumber\\
&+\mu_p\big[\langle V_D-V_G+V_{Tp}\rangle^2-\langle V_{Tp}-V_G\rangle^2\big]\Big\}.
\label{general}
\end{align}
If $V_G>V_{Tn}$ and $V_D>V_G-V_{Tp}$, electrons occupy the source end and holes the drain end, and
\begin{equation}
I=\frac{WC}{2L}\big[\mu_n(V_G-V_{Tn})^2+\mu_p(V_D-V_G+V_{Tp})^2\big].
\label{ambipolar}
\end{equation}
This current grows with $V_D$ without saturating. Before the holes enter, however, there is a saturation plateau of width $V_{Tn}-V_{Tp}$ in drain voltage. The two terms do not describe parallel currents: the two regions are in series and carry the same current, and the sum arises because their lengths add.

The current is counted positive from drain to source. The algebra uses atomic units, so the elementary charge is $e=1$ and energies and potentials share a unit. Permittivities are absolute. In SI units the current formulas keep their form, but the trap density $D$ used below is replaced by $e^2D$, and the tunnelling exponent is divided by $\hbar e$.

The model assumes a gradual channel (the gate fixes the local charge), sharp thresholds, ideal contacts, and recombination fast enough that electrons and holes overlap over a negligible length.

\section{Derivation}

\subsection{Local charge and current}

Let $\rho_n$ and $\rho_p$ be the magnitudes of the mobile electron and hole charge per area. Beyond each threshold the gate adds charge at the rate $C$:
\begin{equation}
\rho_n=C\langle V_G-V-V_{Tn}\rangle,\qquad
\rho_p=C\langle V-V_G+V_{Tp}\rangle .
\label{charges}
\end{equation}
The field along $x$ is $-V'$, where the prime is $d/dx$. Electrons drift with velocity $+\mu_nV'$ and carry charge $-\rho_n$; holes drift with velocity $-\mu_pV'$ and carry charge $+\rho_p$. Both products are negative, so both carriers send conventional current from drain to source:
\begin{equation}
I=W\sigma(V)V',\qquad \sigma=\mu_n\rho_n+\mu_p\rho_p .
\label{local}
\end{equation}

Diffusion is included if $V$ is read as the common quasi-Fermi potential of both carriers. With electrostatic potential $\phi$, thermal voltage $V_t$ and Boltzmann statistics, $\rho_n\propto e^{(\phi-V)/V_t}$, so $V_t\rho_n'=\rho_n(\phi'-V')$. The electron drift and diffusion currents then add to
\begin{equation}
W\mu_n(\rho_n\phi'-V_t\rho_n')=W\mu_n\rho_nV'.
\end{equation}
For holes $\rho_p\propto e^{(V-\phi)/V_t}$, and $W\mu_p(\rho_p\phi'+V_t\rho_p')=W\mu_p\rho_pV'$ in the same way.

\subsection{Integration along the channel}

In steady state $I$ is independent of $x$. Integrating $I\,dx=W\sigma\,dV$ from source to drain gives
\begin{equation}
IL=W\int_0^{V_D}\sigma(V)\,dV .
\label{integral}
\end{equation}
Since $d(\langle z\rangle^2/2)/dz=\langle z\rangle$, the two ramps integrate to
\begin{align}
\int_0^{V_D}\langle a-V\rangle dV&=\tfrac12\big(\langle a\rangle^2-\langle a-V_D\rangle^2\big),\\
\int_0^{V_D}\langle V-b\rangle dV&=\tfrac12\big(\langle V_D-b\rangle^2-\langle -b\rangle^2\big).
\end{align}
Setting $a=V_G-V_{Tn}$ and $b=V_G-V_{Tp}$, multiplying by $C\mu_n$ and $C\mu_p$, and adding gives \eqref{general}.

\subsection{Bias regimes}

For $V_G>V_{Tn}$, increasing $V_D$ passes through three regimes:
\begin{itemize}
\item For $V_D<V_G-V_{Tn}$ electrons fill the channel, and expanding the difference of squares gives $I=(WC\mu_n/L)[(V_G-V_{Tn})V_D-V_D^2/2]$.
\item For $V_G-V_{Tn}\le V_D\le V_G-V_{Tp}$ the drain end is depleted of both carriers, and $I=(WC\mu_n/2L)(V_G-V_{Tn})^2$.
\item For $V_D>V_G-V_{Tp}$ holes enter from the drain and \eqref{ambipolar} holds.
\end{itemize}
For $V_{Tp}\le V_G\le V_{Tn}$ the electron terms vanish. The current is zero up to $V_D=V_G-V_{Tp}$ and equals the hole term of \eqref{ambipolar} beyond it. For $V_G<V_{Tp}$ holes fill the whole channel, and
\begin{equation}
I=\frac{WC\mu_p}{L}\Big[(V_{Tp}-V_G)V_D+\frac{V_D^2}{2}\Big].
\end{equation}

Differentiating \eqref{integral} with respect to its upper limit gives the output conductance in every regime:
\begin{equation}
\frac{\partial I}{\partial V_D}=\frac WL\,\sigma(V_D)
=\frac{WC}{L}\big[\mu_n\langle V_G-V_{Tn}-V_D\rangle+\mu_p\langle V_D-V_G+V_{Tp}\rangle\big].
\label{gd}
\end{equation}
Saturation therefore means that the drain end has no mobile charge. If the thresholds coincide at $V_T$, the plateau shrinks to the single point $V_D=V_G-V_T$, where the slope vanishes before rising again.

For $V_D<0$ the two contacts exchange roles. Measuring all potentials from the drain gives $I(V_G,V_D)=-I(V_G-V_D,-V_D)$, whose right side can be evaluated with \eqref{general}.

\subsection{Why the two terms add}

In the ambipolar regime, integrating \eqref{local} over each region separately gives
\begin{equation}
L_n=\frac{WC\mu_n}{2I}(V_G-V_{Tn})^2,\qquad
L_p=\frac{WC\mu_p}{2I}(V_D-V_G+V_{Tp})^2 .
\label{lengths}
\end{equation}
The depleted zone between them takes up the voltage $V_{Tn}-V_{Tp}$. With $\sigma=0$ there, $dx=W\sigma\,dV/I$ assigns it no length. Hence $L_n+L_p=L$, which is \eqref{ambipolar} again. The share of the electron term in the current equals $L_n/L$, the position at which the carriers meet and recombine.

\section{Transfer minimum}

At fixed $V_D$ define $S=V_D-V_{Tn}+V_{Tp}$ and suppose $S>0$. In the ambipolar regime the overdrives $a=V_G-V_{Tn}$ and $b=V_D-V_G+V_{Tp}$ are positive and satisfy $a+b=S$. Raising $V_G$ increases $a$ and decreases $b$ equally, so
\begin{equation}
\frac{\partial I}{\partial V_G}=\frac{WC}{L}(\mu_na-\mu_pb).
\label{gm}
\end{equation}
The second derivative, $WC(\mu_n+\mu_p)/L$, is positive. The minimum lies at $\mu_na=\mu_pb$, that is, at $a=\mu_pS/(\mu_n+\mu_p)$ and $b=\mu_nS/(\mu_n+\mu_p)$. Then
\begin{equation}
\mu_na^2+\mu_pb^2=\frac{\mu_n\mu_p^2+\mu_p\mu_n^2}{(\mu_n+\mu_p)^2}S^2=\frac{\mu_n\mu_p}{\mu_n+\mu_p}S^2,
\end{equation}
and
\begin{align}
V_G^{\min}&=\frac{\mu_nV_{Tn}+\mu_p(V_D+V_{Tp})}{\mu_n+\mu_p},\\
I_{\min}&=\frac{WC}{2L}\,\frac{\mu_n\mu_p}{\mu_n+\mu_p}\,(V_D-V_{Tn}+V_{Tp})^2 .
\label{imin}
\end{align}
Outside the ambipolar window the bracket in \eqref{general} is at least $\mu_nS^2$ or $\mu_pS^2$, so this is the minimum over all gate voltages. Within the model, the transistor can be switched off if $V_D\le V_{Tn}-V_{Tp}$, and not at larger $V_D$.

\section{Finite recombination}

A finite recombination rate lets electrons and holes overlap. Take coincident thresholds, neglect diffusion, and write $U=V_G-V_T-V$, $E=V'$ and $J=I/W=i_n+i_p$, with $i_n=\mu_n\rho_nE$ and $i_p=\mu_p\rho_pE$. Neglect also the lateral term $\varepsilon_stV''$ in the charge balance of the film, where $t$ is its thickness and $\varepsilon_s$ its permittivity. The gate then fixes the net charge, $\rho_n-\rho_p=CU$, so
\begin{equation}
G\equiv\frac{i_n}{\mu_n}-\frac{i_p}{\mu_p}=CUE .
\end{equation}
Continuity gives $i_n'=-R$ and $i_p'=R$. For Langevin recombination in a film of thickness $t$ and permittivity $\varepsilon_s$, with carriers uniform across it, the rate per area is $R=(\mu_n+\mu_p)\rho_n\rho_p/(\varepsilon_st)$. Using $U'=-E$,
\begin{equation}
\frac{dG}{dU}=\frac{\mu_n+\mu_p}{\mu_n\mu_p}\frac RE
=\frac{(\mu_n+\mu_p)^2\,i_ni_p}{\varepsilon_st\,\mu_n^2\mu_p^2E^3}.
\end{equation}
Solving the definitions of $J$ and $G$ for the partial currents gives $i_n=M(G+J/\mu_p)$ and $i_p=M(J/\mu_n-G)$, with $M=\mu_n\mu_p/(\mu_n+\mu_p)$. The factors $M^2$ cancel the mobility prefactor. With $E=G/(CU)$ the equation separates:
\begin{equation}
\frac{G^3\,dG}{(G+J/\mu_p)(J/\mu_n-G)}=\frac{C^3U^3\,dU}{\varepsilon_st}.
\end{equation}

On the electron side put $G=Jy/\mu_n$ and $r=\mu_n/\mu_p$. A finite field at $U=0$ requires $y=0$ there; far from the overlap $y\to1$. Integration gives
\begin{equation}
U^2=\frac{2J}{\mu_n}\sqrt{\frac{\varepsilon_st}{C^3}}\sqrt{h(y)},\qquad
h(y)=\int_0^y\frac{s^3\,ds}{(s+r)(1-s)} .
\end{equation}
The length of this side is $\int dU/E=(\mu_nC/J)\int U\,dU/y$. The abrupt model has $y=1$ throughout, so the excess length is
\begin{equation}
\frac{\mu_nC}{2J}\int\Big(\frac1y-1\Big)d(U^2)
=\lambda\int_0^1\Big(\frac1y-1\Big)d\sqrt h,\qquad
\lambda=\sqrt{\frac{\varepsilon_st}{C}} .
\end{equation}
The upper limit 1 assumes that the overdrive at the contact is large compared with the voltage across the overlap. Integration by parts leaves $\int_0^1\sqrt h\,y^{-2}dy$, because the boundary terms vanish at both ends. Substituting $s=yz$ in $h$ gives
\begin{equation}
c(r)=\int_0^1dy\left[\int_0^1\frac{z^3\,dz}{(yz+r)(1-yz)}\right]^{1/2}.
\end{equation}
The hole side follows by exchanging the mobilities. The total excess length does not depend on the current:
\begin{equation}
\Delta L=\lambda\,[c(r)+c(1/r)],\qquad I=I_0\frac{L}{L-\Delta L},
\label{overlap}
\end{equation}
where $I_0$ is the abrupt result. The overlap raises the current because both carriers conduct there. If recombination is weaker than Langevin by a factor $f$, then $\varepsilon_st$ is replaced by $f\varepsilon_st$ and $\Delta L$ grows as $\sqrt f$. The overlap is then about $\sqrt{f\varepsilon_st/C}$ long, and the neglected lateral term is smaller than $CU$ by a factor of order $f$. Equation \eqref{overlap} is therefore accurate for $f\gg1$, while for $f=1$ it gives only the order of magnitude.

\section{Thermal carriers and traps}

Let $\psi=\phi-V$, measured from midgap and taken as uniform across the film thickness. Assume symmetric bands with $\rho_{n,p}=\rho_ie^{\pm\psi/V_t}$ and a uniform density $D$ of gap traps per area and energy, which are neutral at $\psi=0$ and otherwise hold a net electron charge $D\psi$, counted with the same sign as $\rho_n-\rho_p$. With $V_0=(V_{Tn}+V_{Tp})/2$ the gate relation is
\begin{equation}
V_G-V_0-V=\alpha\psi+\frac{\rho_n-\rho_p}{C},\qquad \alpha=1+\frac DC .
\label{soft}
\end{equation}
Let $\psi_T$ be the value of $\psi$ at which the mobile-charge capacitance $\rho_n/V_t$ equals $C+D=\alpha C$, so that $\psi_T=V_t\ln(\alpha CV_t/\rho_i)$. Define the electron threshold as the gate voltage that would produce $\psi_T$ at $V=0$ if there were no mobile charge, $V_{Tn}=V_0+\alpha\psi_T$. The mobile charge present at $\psi_T$ would add $\rho_n/C=\alpha V_t$, which this definition leaves out. By symmetry $V_{Tp}=V_0-\alpha\psi_T$, and
\begin{equation}
V_{Tn}-V_{Tp}=2\alpha V_t\ln\frac{\alpha CV_t}{\rho_i}.
\label{gapV}
\end{equation}
In this model, traps widen the plateau.

Well above threshold the minority carrier can be dropped. With $m=\rho_n/(\alpha CV_t)$ and $w=(V_G-V-V_{Tn})/(\alpha V_t)$, \eqref{soft} becomes $w=m+\ln m$. The charge integral is then $\int m\,dw=\int(m+1)\,dm=m^2/2+m$, where the square law has $w^2/2$. For large $w$, $m\simeq w-\ln w$, and the relative change is
\begin{equation}
\frac{\delta I}{I}\simeq-\frac{2(\ln w-1)}{w}.
\label{softening}
\end{equation}
It vanishes as $V_t\to0$ at fixed thresholds and $\alpha$, which restores the square law.

\section{Worked example}

The parameters are round values in the rough range of ambipolar tin monoxide transistors: a 15 nm film of relative permittivity 15 and gap 0.7 eV; 100 nm of silicon dioxide with relative permittivity 3.9; $W=500\ \mu$m and $L=50\ \mu$m; $\mu_p=1$ and $\mu_n=0.2$ cm$^2$/Vs; $V_{Tn}=8$ V and $V_{Tp}=4$ V; $V_G=20$ V; 300 K. The oxide gives $C=34.5$ nF/cm$^2$, so $WC/2L=0.1727\ \mu$A per (V$^2$ cm$^2$/Vs).

The plateau runs from $V_D=20-8=12$ V to $20-4=16$ V. At $V_D=40$ V the two terms are
\begin{align}
0.1727\times0.2\times12^2&=4.97\ \mu\mathrm A,\\
0.1727\times1\times24^2&=99.5\ \mu\mathrm A .
\end{align}
The total is 104.4 $\mu$A, or 0.0158 atomic units of current. The output curve at fixed gate voltage is:
\begin{center}
\begin{tabular}{lcccccc}
$V_D$ (V) & 6 & 12 & 16 & 24 & 32 & 40\\
$I$ ($\mu$A) & 3.73 & 4.97 & 4.97 & 16.0 & 49.2 & 104.4
\end{tabular}
\end{center}
At 40 V the electron region is $50\times4.97/104.4=2.4\ \mu$m long. It is short because its mobility and overdrive are both the smaller ones. The output slope is 8.3 $\mu$A/V. By \eqref{gm} the transconductance is negative, since $\mu_na=2.4$ is less than $\mu_pb=24$ in the same units. Keeping $V_D=40$ V and varying the gate, the minimum is at 38 V, where $I_{\min}=0.1727\times(0.2/1.2)\times36^2=37.3\ \mu$A.

\section{Size of the neglected effects}

\paragraph{Recombination and the depleted zone.} The length $\lambda=\sqrt{(15/3.9)\times15\times100}=76$ nm. Nested numerical quadrature gives $c(0.2)=0.954$ and $c(5)=0.315$, hence $\Delta L=96$ nm and a current rise of 0.19\%. Recombination 100 times weaker would raise the current by 2.0\% for coincident thresholds, and by roughly 3 to 3.5\% with the 4 V between the thresholds of this example. These numbers are rough for the present device, and the Langevin value can be several times too small: the lateral term is not negligible there, and with separate thresholds the carriers need additional length to cross the depleted zone. The effect remains small as long as the overlap and this crossing are both short compared with $L$. If the oxide is thin compared with $\lambda$, the same $\lambda$ is the decay length of a potential disturbance in a thin gated film without mobile or trapped charge, from $\varepsilon_st\,\phi''=C\phi$; traps that respond to the disturbance shorten it. Here the oxide is thicker than $\lambda$, so $\lambda$ is only a rough scale. The gradual-channel picture fails in and around the depleted zone, and the model requires this stretch to be short compared with $L$. If the 4 V across the zone dropped over a single $\lambda$, the field would be $4\ \mathrm V/76\ \mathrm{nm}=0.53$ MV/cm. For a two-band barrier with both masses equal to the free-electron mass $m_e$, the interband tunnelling exponent $\pi\sqrt{m_e}\,E_g^{3/2}/(2\sqrt2F)$, with gap $E_g$ and field $F$, is then about 45, so direct tunnelling is negligible for these masses at this field. The exponent varies as $1/F$: over the trap-shortened length $\lambda/\sqrt\alpha\approx23$ nm, with the $\alpha\approx11$ found below, it would be only 14 and tunnelling could not be dismissed. The conclusion therefore requires that the zone is not much shorter than $\lambda$; the drift model with the lateral term retained spreads the drop over several $\lambda$, with a peak field near 0.2 MV/cm. The exponent falls as the square root of the mass, and tunnelling through traps is not included.

\paragraph{Temperature and traps.} Free-electron band masses give an intrinsic density of $5.0\times10^7$ cm$^{-2}$ in the film. Solving \eqref{gapV} numerically for the chosen thresholds implies $D=2.1\times10^{12}$ cm$^{-2}$eV$^{-1}$ and $\alpha V_t=0.28$ V. Solving \eqref{soft} by bisection along the channel and integrating the conductance numerically lowers the current at 40 V by 8.0\% relative to the square law. The estimate \eqref{softening} for the hole term, with $w=24/0.281$, gives 8.1\%. The plateau acquires a rise of 0.55\% from 12 to 16 V. These figures are approximate: strong accumulation crowds the carriers towards the oxide, where the potential is not uniform across the film and the density exceeds the range of Boltzmann statistics. Doubling both band masses at fixed trap density would move each threshold 0.29 V towards midgap.

\paragraph{Density-dependent mobility.} If the hole mobility grows as $\rho_p^g$, the hole integral becomes $\int_0^bu(u/b)^gdu=b^2/(2+g)$ when the mobility is normalized at the drain. For $g=0.3$ the hole term is 0.87 of its constant-mobility value. With the mobility law itself held fixed, the term varies as $b^{2+g}$, so it is no longer quadratic.

\paragraph{Oxide field and heating.} The largest oxide field is 2.0 MV/cm at $V_G=20$ V and 3.8 MV/cm at the transfer minimum, below the rough 10 MV/cm breakdown field of good silicon dioxide. The dissipated power at 40 V is 4.2 mW. On a thick glass substrate of thermal conductivity $\kappa=1$ W/mK, treating the channel as a disc of equal area and radius $r_0$ with thermal resistance $1/(4\kappa r_0)$, the temperature rises by about 12 K. A mobility activated by 0.05 eV would then increase by 7.5\%. The disc is a crude shape for a 10:1 strip heated most strongly near the meeting point: for the strip the mean rise is nearer 9 K, a mobility gain of about 6\%, and the peak about 15 K.

\paragraph{Real devices.} Ideal contacts for both carriers are the assumption most open to doubt, because one metal must inject electrons at the source and holes at the drain. Suppose the drain contact drops 2 V. The hole overdrive falls from 24 to 22 V and the current to $4.97+99.45\times(22/24)^2=88.5\ \mu$A, a loss of 15\%. This corresponds to a contact resistance times width of about 1.1 k$\Omega\,$cm. The same drop at the source reduces the electron overdrive from 12 to 10 V and costs 1.5\% of the total. The trap distribution of a real film need not be uniform or symmetric, so its thresholds should be extracted separately for each carrier. The 40 V drain bias suits a test structure with a thick oxide and is high for a low-voltage circuit. Taken together, thermal softening and the density-dependent mobility lower the current at 40 V by about 20\%, of which heating recovers a part. A 2 V drop at the drain contact brings the loss to about 30\%, somewhat more without heating. For this example \eqref{ambipolar} is therefore an estimate at that level, not a precise prediction.

Numbers in the example were calculated in double precision.
